Halved repulsion and the singlet–triplet crossing in a two-electron parabolic dot

## Part I. Relative motion and the halving of the repulsion

### A special case: no magnetic field

Two electrons of effective mass M move in a plane, each held by the potential Mω₀²r²/2. Let r be their separation, φ its direction, and l₀ = √(ħ/(Mω₀)). If the repulsion is ignored, the lowest state of the relative motion and the lowest one with a unit of relative angular momentum are

ψ₀ ∝ exp(−r²/4l₀²),  ψ₁ ∝ r exp(iφ) exp(−r²/4l₀²).

Lemma 2 below derives them. Their energies differ by ħω₀. To first order, the repulsion C/r adds its mean value in each state. The area element r dr dφ cancels the 1/r, so the means need four elementary integrals over r from 0 to ∞:

∫ exp(−r²/2l₀²) dr = √(π/2) l₀,  ∫ r exp(−r²/2l₀²) dr = l₀²,

∫ r² exp(−r²/2l₀²) dr = √(π/2) l₀³,  ∫ r³ exp(−r²/2l₀²) dr = 2l₀⁴.

The first pair gives the mean for ψ₀ and the second pair the mean for ψ₁:

⟨1/r⟩₀ = √(π/2) l₀ / l₀² = √(π/2)/l₀,

⟨1/r⟩₁ = √(π/2) l₀³ / (2l₀⁴) = ½ √(π/2)/l₀.

One unit of relative angular momentum halves the first-order repulsion. It costs ħω₀ and saves half of V₀ = C√(π/2)/l₀. Within first order the pair therefore keeps zero angular momentum if V₀ < 2ħω₀.

A perpendicular magnetic field lowers the cost for one sense of rotation and squeezes the pair, which raises the saving. At some field the two balance. Since the two states have opposite symmetry under exchange of the electrons, the total spin changes there.

### Assumptions and statement

The model rests on four assumptions.

A1. The electrons move in a plane of zero thickness, have an isotropic effective mass M, and feel the potential Mω₀²r²/2.

A2. They repel each other by C/r, with C = e²/(4πε), where e > 0 is the elementary charge and ε a constant permittivity.

A3. A uniform field B ≥ 0 points along +z. It acts on the orbital motion; Zeeman energy and spin–orbit coupling are absent.

A4. The repulsion is treated to first order.

The notation is

ωc = eB/M,  Ω = √(ω₀² + ωc²/4),  l = √(ħ/(MΩ)).

The integer m is the relative angular momentum in units of ħ, and V_m is the first-order repulsion in the lowest relative state with that m. The strength of the repulsion is measured by

λ = V₀(B=0)/(ħω₀).

**Theorem.** Under A1–A4 the following hold.

(a) The first-order repulsion is

V_m = (C/(√2 l)) Γ(|m|+½)/|m|!,

and in particular V₁ = V₋₁ = V₀/2 at equal field.

(b) If λ < 2, there is one field B× > 0 at which

ħ(Ω − ωc/2) = V₀(B)/2.

The ground state is the spin singlet with m = 0 for 0 ≤ B < B×, and the spin triplet with m = −1 just above B×. If λ ≥ 2, no positive field satisfies the condition.

(c) The crossing field is

B× = (Mω₀/e)(1/t − t),

where t is the positive root of 8t³ = λ²(1 + t²).

Part (a) is proved in this half, parts (b) and (c) in the second.

### Lemma 1: the repulsion enters the relative motion alone

**Lemma 1.** With R = (r₁+r₂)/2 and r = r₁−r₂, and with P and p the momenta conjugate to R and r, the Hamiltonian is H = H_cm + H_rel, where

H_cm = P²/(4M) + MΩ²R² + (ωc/2)(R×P)_z,

H_rel = p²/M + MΩ²r²/4 + (ωc/2)(r×p)_z + C/r.

*Proof.* Begin with one electron. Its charge is −e, so its kinetic energy in the field is (p+eA)²/(2M). Take A = (B/2)(−y, x), whose curl is B along +z. Because A has zero divergence, p·A and A·p are the same operator, and

(p+eA)²/(2M) = p²/(2M) + (e/M) A·p + e²A²/(2M).

The middle term is

(e/M) A·p = (eB/2M)(x p_y − y p_x) = (ωc/2) L_z.

Since A² = B²r²/4, the last term is e²B²r²/(8M) = Mωc²r²/8. Added to the confinement it gives

Mω₀²r²/2 + Mωc²r²/8 = ½M(ω₀² + ωc²/4)r² = MΩ²r²/2.

The field thus stiffens the parabola and adds a term linear in angular momentum.

For two electrons, r₁ = R + r/2 and r₂ = R − r/2. The chain rule gives ∇₁ = ½∇_R + ∇_r and ∇₂ = ½∇_R − ∇_r, so p₁ = P/2 + p and p₂ = P/2 − p. In the sums of squares the cross terms cancel:

p₁² + p₂² = P²/2 + 2p²,  r₁² + r₂² = 2R² + r²/2.

Multiplying the first by 1/(2M) and the second by MΩ²/2 gives the kinetic and potential terms of the lemma. For the angular momentum,

(R + r/2)×(P/2 + p) + (R − r/2)×(P/2 − p) = R×P + r×p,

because the terms in R×p and in r×P cancel. The repulsion depends on r alone. ∎

### Lemma 2: the levels without repulsion

**Lemma 2.** Without C/r, the levels of H_rel are

E(n,m) = ħΩ(2n + |m| + 1) + mħωc/2,  n = 0, 1, 2, …

and the states with n = 0 are

ψ_m ∝ r^|m| exp(imφ) exp(−r²/4l²).

H_cm has the same set of levels, with its own quantum numbers N and K in place of n and m.

*Proof.* Put r = lq. Since ħ²/(Ml²) = ħΩ and MΩ²l² = ħΩ, the relative Hamiltonian without repulsion is

ħΩ(−∇_q² + q²/4) + (ωc/2)L_z.

On a state proportional to exp(imφ) the last term equals mħωc/2. Let a = |m|, and write the radial function as w p, with w = q^a exp(−q²/4) and p(q) still unknown. The derivatives of w are

w′ = (a/q − q/2) w,

w″ = [(a/q − q/2)² − a/q² − ½] w = [a²/q² − a + q²/4 − a/q² − ½] w.

The Laplacian acts on the radial function as d²/dq² + (1/q)d/dq − a²/q². The terms in a²/q² cancel, as do those in a/q², and what remains is

∇²(wp) = w [p″ + ((2a+1)/q − q)p′ + (q²/4 − a − 1)p].

In −∇² + q²/4 the terms q²/4 cancel. With η the eigenvalue in units of ħΩ,

−p″ − ((2a+1)/q − q)p′ + (a+1)p = ηp.

Now let x = q²/2. Then p′ = q dp/dx and p″ = dp/dx + 2x d²p/dx². Substituting and dividing by −2 gives

x d²p/dx² + (a+1−x) dp/dx + νp = 0,  ν = (η − a − 1)/2.

Insert the series p = Σ c_k x^k and collect the terms in x^k:

c_{k+1} = (k − ν) c_k / ((k+1)(k+a+1)).

If the series does not stop, c_{k+1}/c_k approaches 1/k, so p grows like exp(x). It then overwhelms the factor exp(−x/2) in w, and the state cannot be normalized. The series stops when ν = n = 0, 1, 2, …, which gives η = 2n + a + 1. The second solution of the equation is singular at q = 0 and has infinite kinetic energy there, so it is excluded. For n = 0 the polynomial p is a constant, and the stated ψ_m follows.

For the centre of mass put R = lQ/2. Then P²/(4M) becomes −ħΩ∇_Q², and MΩ²R² becomes ħΩQ²/4. This is the same operator. ∎

For a given |m| > 0, the sign m < 0 has the lower energy because the electron charge is negative and B points along +z. Reversing the field would favour m > 0.

### Lemma 3: angular momentum fixes the spin

**Lemma 3.** Relative states with even m are spin singlets, and those with odd m are spin triplets.

*Proof.* Exchanging the electrons leaves R unchanged and turns r into −r. The distance stays the same while φ becomes φ+π, so exp(imφ) is multiplied by exp(imπ) = (−1)^m. The full wave function of two electrons must change sign. An even orbital part therefore needs the antisymmetric spin state, which is the singlet. An odd orbital part needs a symmetric spin state, of which there are three. ∎

Without Zeeman energy the three triplet components have equal energy. The repulsion contains no spin operator. Spin enters through the orbital symmetry that it permits.

### Proof of part (a)

The repulsion conserves m and does not act on the centre of mass. For fixed m, N and K, the levels n = 0, 1, 2, … are distinct. Ordinary first-order perturbation theory therefore applies, even where levels with different m happen to coincide, and the first-order shift is the mean value of C/r.

The radial density of ψ_m is proportional to q^(2|m|) exp(−q²/2), to be integrated with q dq. With x = q²/2 we have q dq = dx, q^(2|m|) = (2x)^|m| and 1/q = 1/√(2x). The constant 2^|m| cancels between numerator and denominator:

⟨1/q⟩ = (1/√2) ∫ x^(|m|−½) exp(−x) dx / ∫ x^|m| exp(−x) dx

   = Γ(|m|+½)/(√2 |m|!).

Multiplication by C/l gives V_m. For m = 0, Γ(½) = √π, and so

V₀ = √(π/2) C/l.

Since Γ(s+1) = sΓ(s), neighbouring values obey

V_{m+1}/V_m = (m+½)/(m+1),  m ≥ 0.

At m = 0 the ratio is ½. ∎

Repeated use of the rule gives V₂ = (3/8)V₀ and V₃ = (5/16)V₀. The first unit of angular momentum saves V₀/2, the second V₀/8 and the third V₀/16.

### Remark 1: direct and exchange parts

The same halving can be seen in one-electron orbitals. Let φ₀ be the lowest orbital and φ₁ the lowest one with angular momentum −1. Write z = x − iy for an electron's position, so that φ₁ ∝ zφ₀. The product φ₀(1)φ₁(2) is proportional to

z₂ exp(−(r₁²+r₂²)/2l²),  z₂ = Z − z/2,

where Z and z now belong to R and r. The term in Z is a state with relative m = 0 and an excited centre of mass. The term in z/2 has relative m = −1 and an unexcited centre of mass. In the scaled variables, |Z| = lQ/2 and |z/2| = lq/2, and the Gaussian has the same form in Q and q. The two parts therefore have equal weight, and the repulsion does not mix them. The direct integral is

J₀₁ = ½V₀ + ½V₁ = ¾V₀.

Exchange reverses the sign of z, so the exchange integral is

K₀₁ = ½V₀ − ½V₁ = ¼V₀.

The triplet repulsion is J₀₁ − K₀₁ = ½V₀. When both electrons occupy φ₀, the repulsion is J₀₀ = V₀. Half of the saving comes from the wider orbital and half from exchange.

### Remark 2: what the factor one half depends on

The halving belongs to the 1/r law. For a repulsion proportional to r^(−s) with 0 < s < 2, the same substitution gives a mean proportional to Γ(|m|+1−s/2)/|m|!, and the ratio of the values at |m| = 1 and m = 0 is 1 − s/2. It equals ½ at s = 1. A shorter-ranged law, with s nearer to 2, is avoided more fully by the rotating pair.

The comparison is made at one field, because l depends on B, and it concerns states without a radial node. A layer of finite thickness softens the law at short distance and changes the ratio.

## Part II. The crossing field and the reach of first order

### Symbols and results carried over

M is the effective mass, ω₀ the confinement frequency, ωc = eB/M, Ω² = ω₀² + ωc²/4 and l² = ħ/(MΩ). The separation is r = lq, and C/r is the repulsion. Relative states carry a radial number n and an angular momentum m; even m is a singlet and odd m a triplet. Without repulsion their energy is ħΩ(2n+|m|+1) + mħωc/2. The centre of mass adds at least ħΩ. For n = 0 the first-order repulsion is V_m, with

V₀ = √(π/2) C/l,  V₁ = V₋₁ = V₀/2.

The strength parameter is λ = V₀(B=0)/(ħω₀). Define also

ω₊ = Ω + ωc/2,  ω₋ = Ω − ωc/2.

Their product is Ω² − ωc²/4 = ω₀². In these terms, a unit of negative angular momentum costs ħω₋ and a unit of positive angular momentum costs ħω₊.

### Proof of part (b)

With the centre of mass in its lowest state, the relative energies of the two competitors are

E_S = ħΩ + V₀,

E_T = 2ħΩ − ħωc/2 + V₀/2.

Their difference is

E_T − E_S = ħω₋ − V₀/2,

which vanishes under the condition stated in the theorem.

*One crossing.* As B grows, ω₊ grows, so ω₋ = ω₀²/ω₊ falls towards zero. At the same time V₀, which is proportional to 1/l and hence to √Ω, rises. The difference E_T − E_S thus falls steadily. It starts at ħω₀(1 − λ/2) for B = 0 and becomes negative at large B. It passes through zero at one positive field if λ < 2, and at none if λ ≥ 2.

*The singlet is the ground state below the crossing.* Let λ < 2 and B < B×, so that V₀ < 2ħω₋. Compare every other relative state with the singlet m = 0, n = 0.

- A state with n ≥ 1 costs at least 2ħΩ more before repulsion. Since 2ħΩ ≥ 2ħω₋ > V₀, and its own repulsion is positive, it lies higher.
- A state with n = 0 and |m| ≥ 2 costs at least 2ħω₋ > V₀, and lies higher for the same reason.
- The state m = +1 lies higher by ħω₊ − V₀/2 ≥ ħω₋ − V₀/2 > 0.
- The state m = −1 lies higher by ħω₋ − V₀/2 > 0.

Exciting the centre of mass costs at least ħω₋ and leaves the repulsion unchanged, so it cannot help.

*The triplet takes over.* At B = B×, V₀ = 2ħω₋. States with n ≥ 1, or with |m| ≥ 2, still lie above the singlet by at least their own positive repulsion. The state m = +1 lies higher by ħω₊ − ħω₋ = ħωc. Exciting the centre of mass still costs at least ħω₋. Since the cost before repulsion grows without limit with n and |m|, only finitely many levels lie below any given energy. The singlet and the m = −1 triplet are therefore the two lowest levels, separated from the rest by a finite gap. A small increase of field puts the triplet below the singlet before any other level can interfere. ∎

The triplet does not keep this place at all higher fields. The state m = −2 passes below m = −1 when ħω₋ = V₁ − V₂ = V₀/8, and it is a singlet again.

### Proof of part (c)

Put t = ω₋/ω₀. Because ω₊ω₋ = ω₀², ω₊/ω₀ = 1/t. Half the sum and the difference of the two frequencies give

Ω/ω₀ = (t + 1/t)/2,  ωc/ω₀ = 1/t − t.

Since V₀ is proportional to √Ω, V₀(B) = λħω₀√(Ω/ω₀). The crossing condition becomes

t = (λ/2) √((t + 1/t)/2).

Both sides are positive, so squaring adds no false root:

t² = (λ²/8)(t + 1/t).

Multiplication by 8t yields

8t³ = λ²(1 + t²).

The function t³/(1+t²) has the derivative (3t²+t⁴)/(1+t²)², which is positive for t > 0, so there is one positive root. At t = 1 the equation gives λ = 2, and t < 1 corresponds to λ < 2. The field follows from B = Mωc/e. ∎

**Weak repulsion.** For λ → 0 the root is small and t² can be dropped beside 1. Then t ≈ λ^(2/3)/2 and

ωc/ω₀ ≈ 2λ^(−2/3).

From its definition λ is proportional to ω₀^(−1/2) at fixed M and ε, so in this limit B× grows as ω₀^(4/3). A stiff dot needs a strong field.

**Approach to λ = 2.** Put t = 1 − δ with small δ. The equation gives λ ≈ 2(1 − δ), so ωc/ω₀ ≈ 2δ ≈ 2 − λ. First order sends the crossing field to zero here. This is a failure of A4, as the next result shows.

### Proposition 1: at zero field the true ground state is a singlet

**Proposition 1.** Under A1–A3 and at B = 0, the lowest state with m = 0 lies below every state with m ≠ 0, for any λ.

*Proof.* At B = 0 the radial Hamiltonian for m differs from that for m = 0 by the centrifugal term ħ²m²/(Mr²). Take the normalized radial function u of the lowest state with some m ≠ 0, and use it as a trial function for m = 0. By the variational principle,

E(m=0) ≤ E(m) − (ħ²m²/M)⟨1/r²⟩ < E(m).

The mean is finite because u vanishes as r^|m| at the origin. ∎

For λ > 2 the first-order formula puts the m = ±1 triplets below the m = 0 singlet at zero field, in conflict with this result. The cause is that first order keeps the shape of the unperturbed states. The m = 0 pair can lower its energy by moving apart, and this relaxation is missing.

### Proposition 2: the singlet relaxes more

**Proposition 2.** To second order in the repulsion and at equal field, the m = −1 state is lowered by less than one eighth of the amount by which the m = 0 state is lowered.

*Proof.* Let a = |m| and x = q²/2. The excited radial functions are x^(a/2) exp(−x/2) L_n(x), where L_n is a polynomial of degree n. States of different n are orthogonal, so these polynomials are orthogonal with weight x^a exp(−x). This fixes them up to a factor, and they may be generated by

G(s,x) = Σ L_n(x) sⁿ = (1−s)^(−a−1) exp(−xs/(1−s)).

To confirm this, integrate a product of two such functions. The total exponent is −x(1−su)/((1−s)(1−u)), so

∫ x^a exp(−x) G(s,x) G(u,x) dx = a! (1−su)^(−a−1).

The result contains equal powers of s and u alone, which proves orthogonality. The coefficient of (su)ⁿ is the squared norm, (n+a)!/n!.

The matrix element of 1/√x between level n and level 0 requires

∫ x^(a−½) exp(−x) G(s,x) dx = Γ(a+½)(1−s)^(−½).

Let g_n be the coefficient of sⁿ in (1−s)^(−½), so that g₁ = ½, g₂ = 3/8, and so on. After division by the norms, the matrix element of C/r is

W_n = V_a g_n √(a! n!/(n+a)!).

Level n lies 2nħΩ higher, so second-order perturbation theory lowers the state by Σ W_n²/(2nħΩ), summed over n ≥ 1. For the two states this is

m = 0:  (V₀²/2ħΩ) Σ g_n²/n,

m = −1:  (V₀²/8ħΩ) Σ g_n²/(n(n+1)).

The prefactor of the second is a quarter of that of the first. Each of its terms carries the further factor 1/(n+1), which is ½ at n = 1 and smaller beyond. ∎

For weak repulsion, then, first order understates E_T − E_S and puts the crossing at too low a field. The omitted part of the gap, relative to V₀, is of order V₀/(ħΩ). At the first-order crossing

V₀/(ħΩ) = 2ω₋/Ω = 4t²/(1+t²),

which behaves as λ^(4/3) for small λ.

The error can be measured by diagonalizing H_rel for each m in a basis of thirteen functions, q^|m| exp(−q²/4) times polynomials in q of degree up to twelve. This is called the full solution below. It keeps A1–A3 and drops A4. At λ = 0.4, 0.2 and 0.05 its crossing field exceeds the first-order one by 9.1 %, 3.3 % and 0.5 % of the latter. Between λ = 0.2 and 0.05 the error falls by a factor of about 6.7, close to the 4^(4/3) ≈ 6.3 expected from the scaling.

### Worked example: a flat CdTe dot

Take rough typical values for CdTe: M = 0.10 electron masses and relative permittivity 10. Let ħω₀ = 30 meV. The length at zero field is l = 5.04 nm, and V₀ = √(π/2) C/l = 35.81 meV. Hence

λ = 35.81/30 = 1.194.

The root of 8t³ = λ²(1+t²) is t = 0.6287, since both sides then equal 1.99. It follows that

ωc/ω₀ = 1/0.6287 − 0.6287 = 0.962,  ħωc = 28.9 meV,

Ω/ω₀ = (0.6287 + 1.5906)/2 = 1.1097,  ħΩ = 33.29 meV.

For this mass, ħωc = 28.9 meV means B× = 24.9 T. At that field l has shrunk to 4.78 nm and V₀ has risen to 35.81 × √1.1097 = 37.72 meV. The relative energies agree:

E_S = 33.29 + 37.72 = 71.01 meV,

E_T = 66.58 − 14.43 + 18.86 = 71.01 meV.

The weak-repulsion formula would give 46 T, so λ = 1.19 is well outside its range.

First order itself is also strained, because V₀/(ħΩ) = 1.13 at the crossing. The full solution lowers the m = 0 state there by 7.1 meV and the m = −1 state by 0.8 meV. Its own crossing lies at 43.3 T, or ħωc = 50.1 meV, which is 1.7 times the first-order field. The gap E_T − E_S develops as follows.

- At 0 T: 12.1 meV in first order, 18.3 meV in the full solution.
- At 12.5 T: 5.5 and 11.7 meV.
- At 24.9 T: 0 and 6.3 meV.
- At 43.3 T: −6.4 and 0 meV.

First order gives the mechanism and the trend here. It does not give a usable field.

### What the model leaves out

In the following estimates one effect is added at a time, with ħω₀ held at 30 meV. The reference fields are 24.9 T in first order and 43.3 T in the full solution.

**Zeeman energy.** A g-factor of size 1.6, a rough bulk value, lowers one triplet component in proportion to B. The crossing moves down to 20.4 T in first order and 33.5 T in the full solution. Confinement changes the g-factor as well as the mass. A rough band estimate at the energies of this dot reduces its size to about 1.2, which puts the full crossing near 35 T.

**Thickness.** Let the relative height z of the electrons be spread. Write the inverse distance as 1/D = (2/√π)∫ exp(−u²D²) du over u > 0, with lengths in units of l. In the state m the mean of exp(−u²q²) is (1+2u²)^(−|m|−1), so

V₀ − V₁ = (2C/(√π l)) ∫ [1/(1+2u²) − 1/(1+2u²)²] ⟨exp(−u²z²)⟩ du.

The bracket is positive and the last factor is below 1, so thickness reduces the triplet's saving. For a 6 nm layer, with a Gaussian spread matched to the lowest state between hard walls, the crossings rise to 43.2 T and 54.6 T. With the actual cosine-squared density of that state in place of the Gaussian they are 43.6 T and 54.8 T, and the combined estimates below move up by about 0.1 T.

**Lattice screening.** The permittivity of 10 includes the polar lattice, whose optical vibrations in CdTe have a quantum of roughly 20 meV. Motion at 30 meV is too fast for the lattice to follow fully. With a rough high-frequency value of 7, the crossings fall to 8.0 T and 33.3 T. The large first-order change reflects λ = 1.7, close to the point where that formula breaks down. Dynamic coupling to the lattice is not treated.

**Heavier mass.** A two-band dispersion E(1+E/E_g) = ħ²k²/(2M) gives the energy-dependent mass ħ²k dk/dE = M(1+2E/E_g). With a rough gap E_g = 1600 meV, a vertical level of 104.5 meV and an in-plane energy of 30 meV, the mass becomes 0.117 electron masses. The crossings are then 24.8 T and 47.8 T. The first-order value barely moves because a heavier mass raises λ, which lowers ωc/ω₀, but also requires more field for a given ωc.

With Zeeman energy, thickness and heavier mass together, the full solution gives 43.0 T at permittivity 10 and 34.1 T at permittivity 7. The near agreement of the former with the planar 43.3 T is a cancellation of shifts in opposite directions.

**Temperature.** Near the full planar crossing the gap changes by −0.30 meV/T. The thermal energy at 4.2 K, 0.36 meV, corresponds to a width of 1.2 T. At 300 K it is 25.9 meV, larger than the 18.3 meV gap at zero field, so both spin states are well populated throughout and the crossing is no longer sharp.

**Finite barriers.** At the full planar crossing the energy needed to add the second electron is 177 meV above the band edge, vertical energy included. This is below a rough barrier of 500 meV, so the pair stays bound. The decay through the faces of the layer depends on the vertical energy alone. With the hard-wall level of 104.5 meV the amplitude decays over about 1.0 nm, which is not small beside a 6 nm layer, so hard walls are a crude description. In a well 500 meV deep, with the same mass inside and outside, the vertical level drops to about 62 meV and the electrons spread further in height. With thickness as the only added effect, the crossing in the full solution then rises from about 55 T to about 60 T.

### The example beside real dots

A CdTe dot a few nanometres thick, with level spacings of tens of meV, is a reasonable setting for these parameters. Among the effects estimated above, thickness, lattice screening and Zeeman energy matter most. With hard walls and the bulk g-factor, each moves the crossing in the full solution by about 10 T, thickness upwards and the other two downwards. The combined estimates of 34 and 43 T rest on the same two simplifications. Finite barriers alone would raise them by about 1 T if the mass is re-estimated at the lower vertical level (0.112 electron masses), and by 2 to 2.5 T if it is kept at 0.117. With the g-factor also reduced, the rise is about 3 to 4 T when both are re-estimated at that level (mass 0.112, g-factor size about 1.3), and 3.5 to 6 T when the size 1.2 is used. The estimates suggest a crossing field of some tens of tesla. This is not a measured value, and reaching it would require a high-field magnet. Ellipticity, spin–orbit coupling and image charges at the dot's surfaces have not been sized.

Softer confinement brings the crossing to lower field but weakens the first-order formula. At fixed M and ε, λ grows as ω₀^(−1/2), so with the present parameters λ reaches 2 at

ħω₀ = 30 × (1.194/2)² = 10.7 meV.

At or below this confinement energy, first order offers no positive crossing field, and the repulsion has to be treated by diagonalization. The halving of the mean repulsion between unperturbed states remains true there, but it does not decide by itself which spin state lies lowest.

Numerical values quoted here were computed with a short program.
